# Capillary Pull-In of Two Flexible Lines Joined by Liquid

If the capillary pressure between two wet lines is calculated from their gap at rest, the tallest lines that survive drying come out too tall. Bending narrows the gap, a narrower gap raises the suction, and the higher suction bends the lines further. For the pair treated below, the suction at rest would bring the tips together at a height of 1030 Å. With the rise in suction included, equilibrium is already lost at 729 Å. A design between these heights passes the first estimate and fails.

## Model and conventions

Two parallel lines stand on a substrate, clamped at the foot $z=0$ and free at the top $z=H$. Their facing walls are a distance $d$ apart at rest. Line $i=1,2$ has width $w_i$ and, per unit length along the trench, bending rigidity

$$D_i=\frac{E w_i^3}{12(1-\nu^2)},$$

where $E$ is Young's modulus and $\nu$ Poisson's ratio. The factor $1-\nu^2$ appears because a long line cannot contract along its length. Everything is taken as uniform in that direction.

Liquid of surface tension $\gamma$ and receding contact angle $\theta<90^\circ$ fills the gap up to the top edges; the outer walls are dry. The deflection $u_i(z)$ is positive towards the other line, $q_i=u_i(H)$, and $s=q_1+q_2$ is the closing of the tips. The tip gap is $g=d-s$.

The lines are linearly elastic with small slopes, the liquid is at rest, and its weight is negligible. Terms of relative order $d/H$ are dropped at first and estimated later. The algebra is in atomic units, but no constant has been set to one in a way that affects these relations, so eV and Å may be inserted directly.

## Theorem

Let

$$\Sigma=\frac1{D_1}+\frac1{D_2},\qquad \Lambda=\frac{\gamma\cos\theta\,H^4\Sigma}{4d^2}.$$

Within this model:

1. An equilibrium with the meniscus at the top edge and contact angle $\theta$ exists if and only if $\Lambda\le 1/4$. At $\Lambda=1/4$ the closing is $s=d/2$, and the critical height obeys
$$H_c^4=\frac{d^2}{\gamma\cos\theta\,\Sigma}.$$
2. If level and contact angle are held fixed, the equilibrium with $s<d/2$ is stable and the one with $s>d/2$ is unstable.
3. If liquid is instead removed slowly from a full trench, the meniscus can leave the top edge for $\Lambda<1/4$. For $\Lambda>1/4$ it stays there while the tips are drawn into contact.

For equal lines $\Sigma=2/D$, so $H_c^4=Dd^2/(2\gamma\cos\theta)$.

## Lemma 1: the load is uniform

*The liquid pulls each line inward with the pressure*

$$p=\frac{2\gamma\cos\theta}{d-s},$$

*the same at every height.*

**Proof.** The meniscus is a circular arc of radius $R$ whose chord is the tip gap. At a nearly vertical wall, contact angle $\theta$ gives $g=2R\cos\theta$. A cylindrical surface has one nonzero curvature, so the liquid pressure lies below the vapour pressure by $\gamma/R=2\gamma\cos\theta/g$. Liquid at rest and without weight has one pressure throughout. The gap is wider near the foot, but the suction there is still set by the meniscus at the top. Vapour acts on the outer wall, so the net inward load is $p$. $\square$

## Lemma 2: one mode suffices

*Under uniform pressure,*

$$u_i(z)=q_i\varphi(z),\qquad \varphi(z)=\frac{z^4-4Hz^3+6H^2z^2}{3H^4},\qquad q_i=\frac{pH^4}{8D_i}.$$

**Proof.** The load above height $z$ exerts the moment $p(H-z)^2/2$ there, hence $D_iu_i''=p(H-z)^2/2$. Two integrations with $u_i(0)=u_i'(0)=0$ give

$$u_i'=\frac{p}{2D_i}\left(H^2z-Hz^2+\frac{z^3}{3}\right),$$

$$u_i=\frac{p}{24D_i}\left(6H^2z^2-4Hz^3+z^4\right).$$

At $z=H$ the last bracket is $3H^4$, which gives $q_i$ and, after division, $\varphi$. $\square$

The same result in energy form supplies the constants of the one-mode model. Since $\varphi''=4(H-z)^2/H^4$,

$$a=\int_0^H\varphi\,dz=\frac H3\left(\frac15-1+2\right)=\frac{2H}{5},$$

$$k_i=D_i\int_0^H(\varphi'')^2dz=\frac{16D_i}{5H^3}.$$

The elastic energy is $k_iq_i^2/2$ and the pressure does work $pa\,dq_i$, so $k_iq_i=pa$. This reproduces $q_i=pH^4/(8D_i)$. Because the load stays uniform at every closing, the mode introduces no error within linear beam theory.

The shape does matter. A parabola $(z/H)^2$ has $\int\varphi\,dz=H/3$ and $\int(\varphi'')^2dz=4/H^3$, so its tip deflection is $pH^4/(12D_i)$. That is too stiff by a factor $3/2$ and would overestimate $H_c$ by $(3/2)^{1/4}-1$, or 11 percent.

## Proof of part 1

Adding the two deflections and inserting the suction gives

$$s=\frac{pH^4\Sigma}{8}=\frac{\gamma\cos\theta\,H^4\Sigma}{4(d-s)}.$$

Multiplication by $d-s$ yields

$$s(d-s)=\Lambda d^2.$$

Completing the square,

$$\left(s-\frac d2\right)^2=d^2\left(\frac14-\Lambda\right),$$

$$s_\mp=\frac d2\left(1\mp\sqrt{1-4\Lambda}\right).$$

Real roots require $\Lambda\le1/4$, and they merge at $s=d/2$. Setting $\Lambda=1/4$ in its definition gives $H_c$. $\square$

For small $\Lambda$, $s_-\simeq\Lambda d(1+\Lambda)$; the second term is the first effect of the rising suction. Near the threshold the closing changes steeply. At a height 1 percent below $H_c$, $4\Lambda=0.99^4=0.961$ and $s_-=0.40\,d$, already well short of $0.50\,d$.

With the suction frozen at $2\gamma\cos\theta/d$, the closing would be $s=\Lambda d$ and the tips would meet at $\Lambda=1$. The feedback thus lowers the critical surface tension by a factor 4 and the critical height by $4^{1/4}=\sqrt2$.

If one line is rigid, $\Sigma=1/D$ and $H_c$ is $2^{1/4}=1.19$ times that of an equal flexible pair. The flexible line then supplies the whole critical closing $d/2$ itself.

## Proof of part 2

Consider slow motions, in which each line keeps the shape $\varphi$. With level and angle held, the generalized force on each line is $pa=F/(d-s)$, where $F=2a\gamma\cos\theta$. Elastic force and load together derive from

$$V=\frac{k_1q_1^2}{2}+\frac{k_2q_2^2}{2}+F\ln\frac{d-q_1-q_2}{d}.$$

Indeed $-\partial V/\partial q_i=-k_iq_i+F/(d-s)$. The second derivatives are $k_i-F/g^2$ on the diagonal and $-F/g^2$ off it. Their determinant is

$$\Delta=k_1k_2-\frac{F(k_1+k_2)}{g^2}.$$

At equilibrium $q_i=F/(gk_i)$, so $s=F(k_1+k_2)/(gk_1k_2)$ and

$$\Delta=k_1k_2\left(1-\frac{s}{d-s}\right).$$

For $s<d/2$ we have $\Delta>0$, hence $F/g^2<k_1k_2/(k_1+k_2)<k_i$. Both diagonal elements are then positive and $V$ has a minimum. For $s>d/2$ the determinant is negative and the equilibrium is a saddle. $\square$

For equal lines the instability has a simple shape. The displacement $(1,-1)$, in which both lines lean the same way, leaves the gap unchanged and keeps stiffness $k$. The closing displacement $(1,1)$ has stiffness $k[1-s/(d-s)]$, which vanishes at the threshold.

## Proof of part 3

The potential $V$ assumes that liquid can leave as the gap closes. During slow drying the volume is controlled instead, and the contact angle adjusts. A meniscus pinned at the top edges starts flat, with actual angle $\theta'=90^\circ$, and curves as liquid is lost. It leaves the edge when $\theta'$ has fallen to $\theta$.

Replacing $\theta$ by $\theta'$ in the equilibrium equation gives

$$\cos\theta'=\frac{\cos\theta}{\Lambda}\,\frac{s(d-s)}{d^2}\le\frac{\cos\theta}{4\Lambda}.$$

The liquid volume per unit length is

$$\mathcal V=Hd-as-A,$$

where $A$ is the area between the meniscus and its chord. For $\theta'\ge0$ this area is at most that of a half disc, $\pi g^2/8$. It is smaller than $as$ by order $d/H$ once $s$ is a finite fraction of $d$. At leading order, therefore, each loss of liquid increases $s$ by $5/(2H)$ times the volume lost.

If $\Lambda<1/4$, $\cos\theta'$ reaches $\cos\theta$ at $s=s_-$ and the meniscus leaves the edge. If $\Lambda>1/4$, its maximum, at $s=d/2$, is below $\cos\theta$. The meniscus remains pinned, and further loss of liquid takes $s$ towards $d$. $\square$

Beyond $s=d/2$ the contact angle increases again, yet the suction does not fall: $p=8s/(H^4\Sigma)$ is proportional to the closing. The narrowing gap outweighs the flattening of the meniscus relative to its chord. In this setting the lines close continuously at the pace of drying. Sudden closing belongs to the case of held level and angle. The two cases share the threshold, not the motion.

## Lemma 3: a falling level relieves the lines

*Suppose $\Lambda<1/4$ and the meniscus has receded to $h=xH$ along the lower branch. The tip closing then decreases as $x$ decreases.*

**Proof.** The part of a line above $h$ carries no load, so the wetted part bends as a beam of height $h$. Its deflection at the meniscus is $ph^4/(8D_i)$ and its slope there is $ph^3/(6D_i)$. The closing $s_h$ at the meniscus consequently obeys

$$s_h(d-s_h)=\Lambda x^4d^2.$$

Its lower root falls with $x$, and so does $p=2\gamma\cos\theta/(d-s_h)$. The dry part continues straight, giving the tip deflection

$$\frac{ph^4}{8D_i}+(H-h)\frac{ph^3}{6D_i}=\frac{pH^4}{24D_i}\left(4x^3-x^4\right).$$

The bracket has derivative $12x^2-4x^3>0$ for $0<x\le1$. Both factors fall with the level. $\square$

The full trench is therefore the most dangerous stage of this drying path.

The level need not fall smoothly, however. At leading order the liquid volume on the lower branch is $xH(d-2s_h/5)$. Just below the threshold the gap reopens so fast that this volume at first grows as $x$ decreases. At $x=1$ the equation for $s_h$ gives $ds_h/dx=4s_h(d-s_h)/(d-2s_h)$. The derivative of the volume then vanishes when $\sigma=s_h/d$ obeys $6\sigma^2-10\sigma+5/2=0$, that is, at $\sigma=0.306$ and $\Lambda=\sigma(1-\sigma)=0.212$. For $\Lambda$ between this value and $1/4$, the meniscus leaves the edge with a jump: the level drops at fixed volume and the lines spring partly apart, to a point further down the same branch. The value 0.212 holds for $d/H\to0$; at $d/H\approx0.2$, as in the example below, the meniscus area, the pull of the contact line and the wall tilt move it by about 0.01.

## Worked example

Take round model parameters: $E=1$ eV/Å$^3$, $\nu=0.2$, $\gamma=0.004$ eV/Å$^2$, $\theta=30^\circ$, $w=100$ Å and $d=150$ Å. Then

$$D=\frac{100^3}{12(1-0.04)}=86806\ \text{eV},$$

$$H_c=\left[\frac{86806\times150^2}{2\times0.004\times0.8660}\right]^{1/4}=729\ \text{Å}=72.9\ \text{nm}.$$

The frozen suction would give $\sqrt2$ times this, 1030 Å. Reducing one width to 80 Å lowers that line's rigidity to 44444 eV and the critical height of the pair to 661 Å. The softer line then supplies about two thirds of $\Sigma$, and so of the closing.

**A surviving pair.** For equal lines with $H=650$ Å,

$$\Lambda=\frac14\left(\frac{650}{728.66}\right)^4=0.158,$$

$$s_-=75\left(1-\sqrt{1-4\times0.1583}\right)=29.6\ \text{Å}.$$

The tip gap falls to 120.4 Å and the suction rises from $4.62\times10^{-5}$ to $5.75\times10^{-5}$ eV/Å$^3$. The latter is 9.2 MPa, about 90 atmospheres, so at ordinary vapour pressure the liquid is under tension; the model assumes that it does not cavitate. The pair would reach its threshold at $\gamma=0.004\times0.25/0.1583=0.0063$ eV/Å$^2$, or 0.101 N/m. When the level drops to $0.8H$, $0.6H$ and $0.4H$, Lemma 3 gives tip closings of 13.9, 5.9 and 1.8 Å.

**A closing pair.** For $H=800$ Å, $\Lambda=0.363$. The largest cosine a pinned meniscus can reach is $0.8660/(4\times0.3632)=0.596$, so its angle does not fall below about $53^\circ$. It cannot reach the receding angle of $30^\circ$, and the tips meet.

## How far the leading order reaches

The 800 Å pair can also be treated with the complete meniscus energy at fixed volume. Let $\beta=90^\circ-\theta'$ be half the angle subtended by the arc, and let $\ell$ be its length. With $1/k_s=1/k_1+1/k_2$, the energy is

$$\mathcal E=\frac{k_ss^2}{2}+\gamma\ell.$$

From $\ell=2R\beta$, $g=2R\sin\beta$ and $A=R^2(\beta-\sin\beta\cos\beta)$, differentiation with respect to $R$ and $\beta$ gives

$$d\ell=\frac{dA}{R}+\cos\beta\,dg.$$

At fixed volume $dA=-a\,ds$, while $dg=-ds$. A stationary energy thus requires

$$k_ss=pa+\gamma\cos\beta.$$

The last term is the sideways pull $\gamma\sin\theta'$ of the contact line, absent from the leading-order theory. For this tip force the single mode is only approximate: it gives the compliance $1/k_i=5H^3/(16D_i)$, 6 percent below the exact $H^3/(3D_i)$ used further on. Since $p=2\gamma\sin\beta/g$, the earlier expression for $\cos\theta'$ now equals $\sin\beta+(5g/4H)\cos\beta$. At half gap, $5g/(4H)=0.117$, and the equation $\sin\beta+0.117\cos\beta=0.596$ gives $\sin\beta=0.49$.

Numerical minimization of $\mathcal E$ along the drying path gives a largest cosine of 0.499, or a smallest angle of $60^\circ$ in place of $53^\circ$. With the exact tip compliance $H^3/(3D_i)$ the cosine becomes 0.492 and the angle about half a degree larger. Both angles are measured from the vertical. The walls lean inward by $2s/(3H)$, about $3.6^\circ$ at half gap, and the angle to the wall is larger by this amount, hence still further from the receding angle. The extra pull helps to close the lines, so less meniscus curvature is needed. The pair still closes.

The threshold itself shifts for the same reason, and also because the walls tilt. For equal lines the mode has tip slope $\alpha=4q/(3H)$. Leaning inward turns the meniscus at the wall to the angle $\theta-\alpha$ from the vertical. A tip force $f$ per unit length bends a beam by $fH^3/(3D)$, so equilibrium becomes

$$q=\gamma\left[\frac{H^4\cos(\theta-\alpha)}{4D(d-2q)}+\frac{H^3\sin(\theta-\alpha)}{3D}\right].$$

At the unperturbed threshold, $q=d/4$ and $\alpha=d/(3H)$. Relative to the original load, the contact line adds $\tfrac23(d/H)\tan\theta$ and the tilt adds $\tfrac13(d/H)\tan\theta$. To first order the largest sustainable $\gamma$ may be evaluated at the old maximum, because moving the maximum changes its value only at second order. The load thus increases by $(d/H)\tan\theta$ and, since $H_c^4$ scales inversely with it,

$$\frac{\delta H_c}{H_c}\simeq-\frac{d}{4H_c}\tan\theta.$$

For the example this is $-3.0$ percent. Solving the fuller equation numerically, by maximizing the sustainable $\gamma$ over $q$ at each height, gives 710 Å, which is about 2.5 percent below the leading-order height.

Other omissions can matter more. A foot that yields rotates by an angle of order $pH^2/(Ew^2)$ and moves the tip by order $pH^3/(Ew^2)$. Compared with bending, this is of order $w/H$. For an isolated foot on a half-space of the same material, with bending stress varying linearly across the foot, the work-weighted rotation (the work of the foot stress on the substrate displacement, divided by $M$) is $18(1-\nu^2)M/(\pi Ew^2)$, where $M=pH^2/2$. The added tip deflection is then $(6/\pi)(w/H)$ of the bending deflection, here about 26 percent, and it lowers the critical height by about 6 percent. Together with the line pull and tilt, this puts the threshold of the example near 665 Å, roughly 9 percent lower. The 729 Å of the rigid-foot model is therefore not a safe design limit. Shear, the off-axis vertical pull of the meniscus on the inner edges, solid surface stress and forces across molecularly thin liquid films are also left out. The theory ends at contact; whether the lines separate after drying depends on adhesion, which it does not contain.
